# Why slight misalignment keeps a hard-axis film resonance finite

**Q.** I measure ferromagnetic resonance in a thin film with an in-plane easy axis. I apply a static field in the plane, along the hard axis, and sweep its strength. I am told that the frequency should fall to zero when the field equals the anisotropy field. Mine dips but stays well above zero. What should I calculate first?

**A.** The energy of a single rigid moment, since its shape decides the matter. Let $x$ be the easy axis, $y$ the hard axis and $z$ the film normal, and let $\mathbf m$ be the unit vector along the magnetization. I measure fields in units of the anisotropy field $B_k$ (in tesla) and energy density in units of $M_sB_k$. For a field $(h_x,h_y)$ in the plane,

$$e=-h_xm_x-h_ym_y-\tfrac12m_x^2+\tfrac12q\,m_z^2,\qquad q=\mu_0M_s/B_k .$$

The third term is the uniaxial anisotropy. The last is the demagnetizing energy of a thin film, which keeps the moment near the plane. The effective field is minus the gradient of $e$:

$$\mathbf b=(h_x+m_x,\;h_y,\;-q\,m_z).$$

In equilibrium $\mathbf b$ is parallel to $\mathbf m$. Let the moment lie in the plane at angle $\psi$ from the hard axis, so that $\mathbf m_0=(s,c,0)$ with $s=\sin\psi$ and $c=\cos\psi$. Writing $\mathbf b_0=L\mathbf m_0$ gives

$$h_x+s=Ls,\qquad h_y=Lc. \tag{1}$$

Eliminating $L$ gives the balance condition $h_ys-h_xc=sc$.

**Q.** How does a frequency come out of that?

**A.** Without damping, $d\mathbf m/d\tau=-\mathbf m\times\mathbf b$, where $\tau=\gamma B_kt$ and $\gamma=g\mu_B/\hbar$. Add a small deviation $\delta\mathbf m$, which changes the effective field by $\delta\mathbf b$. To first order,

$$\frac{d\,\delta\mathbf m}{d\tau}=-\delta\mathbf m\times L\mathbf m_0-\mathbf m_0\times\delta\mathbf b=\mathbf m_0\times(L\,\delta\mathbf m-\delta\mathbf b). \tag{2}$$

The deviation must be perpendicular to $\mathbf m_0$. Write $\delta\mathbf m=a\,\mathbf t+\zeta\,\mathbf z$, where $\mathbf t=(c,-s,0)$ points towards increasing $\psi$. Then $\delta\mathbf b=(ac,0,-q\zeta)$. Its component along $\mathbf t$ is $ac^2$, so the bracket in (2) has components $(L-c^2)a$ along $\mathbf t$ and $(L+q)\zeta$ along $\mathbf z$. Any part along $\mathbf m_0$ drops out of the cross product. With $\mathbf m_0\times\mathbf t=-\mathbf z$ and $\mathbf m_0\times\mathbf z=\mathbf t$,

$$\frac{da}{d\tau}=k_2\zeta,\qquad \frac{d\zeta}{d\tau}=-k_1a,\qquad k_1=L-c^2,\quad k_2=L+q. \tag{3}$$

Differentiating the first equation and inserting the second gives $a''=-k_1k_2a$. Hence

$$\omega=\gamma B_k\sqrt{k_1k_2}. \tag{4}$$

Here $k_1$ is the stiffness against turning in the plane and $k_2$ the stiffness against leaving it. The frequency contains their product, so a large $k_2$ cannot rescue it if $k_1$ vanishes.

**Q.** Take the field exactly along the hard axis. Does $k_1$ vanish?

**A.** Set $h_x=0$ and $h_y=h$. The balance condition becomes $s(h-c)=0$, with two kinds of solution.

- If $c=h$, which requires $h\le1$, then (1) gives $L=1$. So $k_1=1-h^2$ and $k_2=1+q$.
- If $s=0$, the moment lies along the field and $L=h$. So $k_1=h-1$ and $k_2=h+q$. This state is stable for $h>1$.

Both stiffnesses $k_1$ go to zero at $h=1$. Below that field the moment rotates continuously towards the hard axis, and at $h=1$ it arrives.

The energy shows what happens there. With $m_z=0$ and $h=1$,

$$e(\psi)-e(0)=1-c-\tfrac12(1-c^2)=\tfrac12(1-c)^2\simeq\tfrac18\psi^4. \tag{5}$$

The quadratic term has gone. The field favours $\psi=0$, the anisotropy favours turning away from it, and at this field their curvatures cancel. A small in-plane turn therefore meets no restoring torque proportional to the turn.

A finite swing does meet a torque, of size $\psi^3/2$. Near $\psi=0$ the motion obeys $\psi''=-(1+q)\psi^3/2$. Substituting $\psi=Au(A\tau)$ removes the amplitude $A$ from the equation, so this frequency is proportional to $A$. The zero belongs to the limit of small amplitude.

**Q.** Now let my field be off by a small angle. What changes?

**A.** The field acquires an easy-axis component. Call the misalignment $\delta$, so $h_x=h\sin\delta$ and $h_y=h\cos\delta$, both positive. Reversing $m_x$ no longer leaves the energy unchanged. The lowest state has $s>0$, because reversing a negative $m_x$ lowers the energy. By the same argument it has $c>0$. Neither $s$ nor $c$ can be zero, since the balance condition would fail.

For $s\ne0$, equation (1) gives $L=1+h_x/s$. Since $1-c^2=s^2$,

$$k_1=s^2+\frac{h_x}{s},\qquad k_2=1+q+\frac{h_x}{s}. \tag{6}$$

On the stable branch both terms of $k_1$ are positive. The first has the same form as the aligned result below $h=1$, where $k_1=1-c^2=s^2$. The second is the amount by which the easy-axis component raises the effective field $L$ above its aligned value of 1. At fixed $h_x$, reducing $s$ makes the second term grow and increasing $s$ makes the first grow, so their sum cannot fall to zero.

To find how small the sum can be, differentiate it at fixed $h_x$: $2s-h_x/s^2=0$, so $s^3=h_x/2$. The second derivative, $2+2h_x/s^3$, is positive, so this is a minimum. There $h_x/s=2s^2$, and

$$k_1\ge3\left(\frac{h_x}{2}\right)^{2/3}. \tag{7}$$

For small $h_x$ this bound is reached, at $h_y=Lc=(1+2s^2)c$. An easy-axis component, however small, keeps the undamped frequency finite.

**Q.** How deep is the dip for a given angle?

**A.** Take $\delta\ll1$. Near the dip $h$ is close to 1, so $h_x\simeq\delta$ to leading order. The minimum then has $s\simeq(\delta/2)^{1/3}$ and $k_1\simeq3(\delta/2)^{2/3}$. For a thin film with $q\gg1$, $k_2$ hardly differs from $1+q$. With the zero-field frequency $f_0=(\gamma B_k/2\pi)\sqrt{1+q}$,

$$f_{\min}\simeq\sqrt3\,f_0\left(\frac{\delta}{2}\right)^{1/3}. \tag{8}$$

The dip also moves. Expanding $(1+2s^2)c\simeq(1+2s^2)(1-s^2/2)$ gives

$$h_{\min}\simeq1+\tfrac32\left(\frac{\delta}{2}\right)^{2/3},$$

which lies above the anisotropy field.

At $h=1$ itself, write the balance condition as $s(h_y-c)=h_xc$. To leading order it reads $\psi^3/2=\delta$, so $\psi\simeq(2\delta)^{1/3}$. Then $k_1\simeq\psi^2+\delta/\psi=\tfrac32\psi^2$, somewhat above the minimum.

The cube root is the reason a small angle matters so much. Making the alignment ten times better lowers the dip by a factor of only $10^{1/3}\simeq2.15$.

**Q.** Put in numbers for Permalloy.

**A.** I use rough typical values: $\mu_0M_s=1$ T, $B_k=0.5$ mT and $g=2.1$. Then $q=2000$ and $\gamma/2\pi=29.39$ GHz/T. The frequency unit is $\gamma B_k/2\pi=14.70$ MHz, so $f_0=14.70\sqrt{2001}$ MHz $=0.657$ GHz.

Solving the balance condition numerically at each field, with the angle held at 1°, gives the last column:

| Field (mT) | Aligned (GHz) | 1° off (GHz) |
|---|---|---|
| 0.25 | 0.569 | 0.575 |
| 0.45 | 0.287 | 0.343 |
| 0.50 | 0 | 0.260 |
| 0.55 | 0.208 | 0.249 |
| 0.75 | 0.465 | 0.467 |

A numerical search puts the minimum at 0.529 mT and 0.239 GHz. There the easy-axis component is only 9.23 µT, or $h_x=0.0185$, yet the moment stands 12.7° from the hard axis. With $s=0.219$, equation (6) gives $k_1=0.048+0.084=0.132$. The frequency is $14.70\sqrt{0.1323\times2001}$ MHz $=0.239$ GHz.

The cube-root law gives 0.234 GHz, about 2% below the numerical value. Most of the difference comes from replacing $h_x$ by $\delta$: the dip lies at $h=1.058$, so $h_x$ is nearly 6% larger than $\delta$, and $f\propto h_x^{1/3}$. At 0.01° the numerical minimum is still 0.051 GHz, almost 8% of $f_0$.

**Q.** Does it matter which way the field is tilted?

**A.** Yes. Tilt it by an angle $n$ towards the film normal, with no easy-axis component. Reversing $m_x$ still leaves the energy unchanged, so the cancellation can still occur.

For a state with $m_x=0$, parallelism of $\mathbf b$ and $\mathbf m$ gives $m_y=h\cos n/L$ and $m_z=h\sin n/(L+q)$. Use (2) with $\delta\mathbf m=a\,\mathbf x+\zeta\,\mathbf w$ and $\mathbf w=(0,-m_z,m_y)$. The field changes by $\delta\mathbf b=a\,\mathbf x-q\zeta m_y\,\mathbf z$. The two stiffnesses are $L-1$ along $\mathbf x$ and $L+qm_y^2$ along $\mathbf w$. The first vanishes at $L=1$. Since $m_y^2+m_z^2=1$, this happens at

$$h=\left[\cos^2n+\frac{\sin^2n}{(1+q)^2}\right]^{-1/2}. \tag{9}$$

For $n=5°$ in the example, the zero moves from 0.500 to 0.502 mT and survives. The easy-axis component, which breaks the symmetry, is what removes it.

**Q.** With an in-plane misalignment, can I still find a zero anywhere?

**A.** For a rigid, undamped moment at zero temperature, yes, on the metastable branch. Suppose the moment starts with $m_x$ opposite to $h_x$ and you raise the field from zero. Now $s<0$, and (6) reads $k_1=s^2-h_x/|s|$. The terms oppose each other and cancel at $|s|=h_x^{1/3}$. There $L=1-h_x^{2/3}$ and $c=(1-h_x^{2/3})^{1/2}$, so $h_y=Lc=(1-h_x^{2/3})^{3/2}$, or

$$h_x^{2/3}+h_y^{2/3}=1. \tag{10}$$

This curve is the switching astroid. For 1° it is met at 0.454 mT. At 90%, 99% and 99.99% of that field the metastable frequency is 0.342, 0.170 and 0.051 GHz. At the astroid this minimum disappears and the moment switches. A real film does not get that close. For a rigid patch 10 µm by 10 µm by 20 nm at 300 K, the barrier holding the moment is about 1800, 50 and 0.05 $k_BT$ at those three fields, so it escapes before the last. With the damping used below, the last state would not oscillate freely either.

The exactly aligned sweep passes through the astroid's cusp at $(0,1)$, where the two minima merge. To stay on the stable branch, saturate the film at high field and then sweep down with the misalignment fixed.

**Q.** My film is damped. Could damping hide the zero?

**A.** For free oscillation, it widens the zero into a range of fields. Gilbert damping adds $\alpha\,\mathbf m\times d\mathbf m/d\tau$ to the right-hand side of the equation of motion. In (3) this replaces $k_1a$ by $k_1a+\alpha a'$ and $k_2\zeta$ by $k_2\zeta+\alpha\zeta'$. For solutions proportional to $e^{\lambda\tau}$,

$$(1+\alpha^2)\lambda^2+\alpha(k_1+k_2)\lambda+k_1k_2=0.$$

The discriminant is $\alpha^2(k_1+k_2)^2-4(1+\alpha^2)k_1k_2=\alpha^2(k_2-k_1)^2-4k_1k_2$. Free oscillation requires it to be negative. For $k_2\gg k_1$ and $\alpha\ll1$ that means $k_1>\alpha^2k_2/4$.

With $\alpha=0.008$ the threshold is $k_1\simeq0.032$. In the aligned sweep the moment therefore returns without oscillating from 0.492 to 0.516 mT. Equating $3(\delta/2)^{2/3}$ to the threshold gives about 0.13° for the misalignment that removes this window. Solving the full equations with $h_x=h\sin\delta$ gives 0.124°.

At the 1° minimum, damping lowers the free oscillation from 0.239 to 0.208 GHz. The linewidth $(\gamma B_k/2\pi)\,\alpha(k_1+k_2)$ is 0.235 GHz, comparable with the frequency, so an absorption peak there is broad. For a weak drive of fixed amplitude along the easy axis, the absorbed power still peaks very close to the undamped 0.239 GHz. The imaginary part of the susceptibility, which is the absorbed power divided by the frequency up to a constant, peaks lower, near 0.21 GHz.

**Q.** What should I expect in a real film, even with a perfect goniometer?

**A.** The rigid-moment assumption and the assumed perfect field both need care. The parameters above are ordinary for soft Permalloy, but $B_k$ is so small that weak disturbances count. A stray field of 50 µT, roughly the size of the Earth's field, gives $h_x=0.1$ if it lies along the easy axis. With the hard-axis component held at $B_k$, the model frequency is then 0.453 GHz instead of zero.

Local easy axes also vary in direction. Treating regions as independent, with a Gaussian spread of 1° rms, gives a mean frequency of 0.223 GHz at $B_k$. Real regions are coupled. Balancing the exchange energy $A(\nabla\psi)^2$ against $\tfrac12M_sB_kk_1\,\delta\psi^2$ gives a healing length $\sqrt{2A/(M_sB_kk_1)}$. This is about 0.7 µm at the 1° minimum for $A=13$ pJ/m. Variations on a shorter scale are partly averaged out. Magnetostatic coupling, left out here, can reach further. The independent-region figure is therefore an estimate only for variations coarse enough to make both couplings weak.

Temperature matters less for a large coherent area. For a 10 µm by 10 µm patch of a continuous film 20 nm thick at 300 K, a Boltzmann average over the energy (5) gives an rms angle of 2.7° at exact alignment. A 1° misalignment turns the equilibrium moment by 18.6° at the same field. This estimate treats the patch as rigid and leaves out nonuniform spin waves. The mean curvature of (5) at that rms angle, $\tfrac32\langle\psi^2\rangle\simeq0.0033$, gives an exchange healing length of about 4.5 µm, so exchange alone does not make 10 µm coherent. A rigid 3 µm patch gives 4.9°.

**Q.** So how would I look for the ideal zero?

**A.** Cancel the easy-axis component of the total field, not just the angle of your magnet. In this model, at fixed $B_k$, the depth of the dip measures that component: (7) gives $f_{\min}\propto h_x^{1/3}$ when $h_x$ is small. Keep the drive weak. An oscillating field along the easy axis should at least be small compared with the 9 µT that already lifts the dip to 0.239 GHz. Near exact alignment and at low frequency it must be weaker still, because the restoring torque there is nonlinear. Check that the response stays proportional to the drive. As the cancellation improves, a spread of local axes can still keep the dip above zero. Damping acts differently: in the example it leaves a linewidth of about 0.235 GHz near the dip, so as the dip deepens the line becomes broader than its own frequency. For a weak drive of fixed amplitude along the easy axis, the absorbed power still peaks close to the undamped frequency.
